Merging transmission peaks are not merging poles: the two-site bridge

Suppose that a molecule with two equal sites, one at each contact, shows a single transmission peak 141 meV wide. Read as one resonance, the peak says that the two molecular levels have become degenerate and that an electron on the bridge survives for ħ/(141 meV) = 4.7 fs. Both conclusions can be wrong together. In the bridge worked out below, with just this peak, the levels are 100 meV apart and the lifetime is 6.6 fs. The error also occurs when two peaks are visible: a separation of 125 meV, taken for the level splitting, hides a true splitting of 160 meV.

**The belief and its appeal**

The belief is that transmission peaks mark the resonance poles, so that when two peaks merge, two poles have merged. It has a sound origin. A single level between two leads has one pole, and its transmission is a Lorentzian centred at the real part of the pole, with a full width equal to twice the size of the imaginary part. Two levels far apart compared with their widths give two such peaks, nearly at the right places. It seems natural to follow the peaks inward as the coupling between the sites is reduced, and to call the point where they meet the point where the resonances coalesce.

The step fails because a pole belongs to the denominator of an amplitude at complex energy, while a peak is a maximum of a squared modulus at real energy. With two poles, the squared modulus contains their interference. The two-site bridge is small enough to show the whole difference.

**The bridge and its leads**

Both sites have energy e₀, and x = E − e₀ is the energy measured from it. A real coupling t > 0 joins them. Site 1 touches the left lead and site 2 the right lead. The electrons do not interact, and no other path joins the leads. All curves below are transmissions at sharp energy. A measured conductance is averaged over the thermal window, about 3.5 k_BT wide, or 90 meV at room temperature, so the widths and peak counts quoted here apply only when this window is small compared with Γ.

Each lead is a chain with hopping −J and site energy e₀, so x = −2J cos k, and for 0 < k < π the wave exp(ikn) moves to the right. Let v_L and v_R be the contact couplings. In the left lead (n ≤ 0) the wave is ψₙ = exp(ikn) + r exp(−ikn); in the right lead (n ≥ 0) it is φₙ = s exp(ikn). The equation at the end of the left chain is

xψ₀ = −Jψ₋₁ + v_L c₁.

The wave, continued to n = 1, also obeys xψ₀ = −Jψ₋₁ − Jψ₁. Subtraction gives v_L c₁ = −Jψ₁ = −J[exp(ik) + r exp(−ik)]. In the wide-band limit, |x| is far below J, so exp(ik) = i, and

v_L c₁ = −iJ(1 − r), hence r = 1 − i v_L c₁/J.

The same argument on the right, continued to n = −1, gives v_R c₂ = −Js exp(−ik) = iJs, hence s = −i v_R c₂/J. Now insert ψ₀ = 1 + r and φ₀ = s into the equations of the two sites:

x c₁ = t c₂ + v_L ψ₀ = t c₂ + 2v_L − i(v_L²/J) c₁

x c₂ = t c₁ + v_R φ₀ = t c₁ − i(v_R²/J) c₂.

With the widths Γ_L = 2v_L²/J and Γ_R = 2v_R²/J, held fixed as J grows, this reads (x − H)c = (2v_L, 0), where

H = [[−iΓ_L/2, t], [t, −iΓ_R/2]].

Let G = (x − H)⁻¹. Then c₁ = 2v_L G₁₁ and c₂ = 2v_L G₂₁, with G₂₁ = G₁₂ because H is symmetric. The leads have equal velocities, so T = |s|², and

r = 1 − iΓ_L G₁₁, T = Γ_L Γ_R |G₁₂|².

**The poles stay apart**

Take equal widths, Γ_L = Γ_R = Γ, and write g = Γ/2. The diagonal of H is then −ig times the unit matrix, which shifts every eigenvalue and changes no eigenvector. The even and odd combinations (1, 1)/√2 and (1, −1)/√2 diagonalize the rest, so the poles are

x = t − ig and x = −t − ig.

Their splitting is 2t for every t, whatever the width, in the wide-band limit; a finite band changes it by a relative amount of about Γ/(4J). The two states are orthogonal, so they never approach each other as vectors. The poles meet only in the limit t → 0, where the bridge is cut and T = 0; even there H keeps two independent eigenvectors.

**Where the peaks are**

The determinant of x − H is D = (x + ig)² − t², and inversion of the 2×2 matrix gives

G₁₂ = t/D, G₁₁ = (x + ig)/D.

The real part of D is x² − g² − t² and its imaginary part is 2gx. Define d = x² − t² + g², so that the real part is d − 2g². Then

|D|² = (d − 2g²)² + 4g²x²
= d² − 4g²d + 4g⁴ + 4g²x²
= d² − 4g²(x² − t² + g²) + 4g⁴ + 4g²x²
= d² + 4g²t².

Since Γ² = 4g², the transmission is

T = 4g²t²/(d² + 4g²t²), d = x² − t² + g².

T is largest where |d| is smallest. As x² grows from zero, d grows from g² − t². There are two cases.

If t > g, d starts negative and passes through zero at

x = ±√(t² − Γ²/4).

These are two peaks of height 1. If t ≤ g, d is never negative and is smallest at x = 0, so there is one peak, at the centre. In both cases the central value follows from (g² − t²)² + 4g²t² = (g² + t²)²:

T(0) = Γ²t²/(t² + Γ²/4)².

The peaks therefore merge at t = Γ/2, where the poles are still a distance 2t = Γ apart.

For t much larger than g, the peak separation is 2t√(1 − g²/t²) ≈ 2t − g²/t. This is the regime in which the belief works: the error relative to 2t is about g²/(2t²). It grows as t falls, and reaches 100 % at t = g.

**The flat peak**

At t = g, d = x² and

T = 1/(1 + x⁴/(4g⁴)) = 1/(1 + 4x⁴/Γ⁴) = 1 − 4x⁴/Γ⁴ + …

The first three derivatives vanish at the centre. For other t > 0 the expansion of d² contains 2(g² − t²)x², so the second derivative does not vanish. The fourth-power term cannot be removed as well, because its coefficient in d² is 1. In this sense the peak is maximally flat. Half height is at 4x⁴ = Γ⁴, or |x| = Γ/√2, so the full width is √2 Γ. A reader who takes it for a single Lorentzian finds a width too large by a factor √2, and a lifetime too short by the same factor.

The opposite limit, t much smaller than g, also has one peak, of another shape. There D ≈ (x + ig)², and

T ≈ 4g²t²/(x² + g²)².

This squared Lorentzian has half height at x² = (√2 − 1)g², a full width of 0.64 Γ, and a height near 16t²/Γ². The width of a single peak is thus no direct measure of the lifetime either: at fixed Γ it takes the value 1.41 Γ at t = Γ/2 and tends to 0.64 Γ for small t.

**Numbers for three couplings**

Take Γ = 100 meV, so g = 50 meV.

For t = 80 meV, the peaks lie at ±√(6400 − 2500) = ±62.45 meV. Their separation is 124.9 meV, which falls short of the pole splitting of 160 meV by 22 % of that splitting. Between them T falls to 10⁴ × 6400/8900² = 0.808.

For t = 50 meV, there is one peak of height 1 and width 141.4 meV. The pole splitting is 100 meV. At x = 20 meV the loss is close to 4 × 0.2⁴ = 0.0064; the full formula gives 0.00636.

For t = 30 meV, there is one peak of height 10⁴ × 900/3400² = 0.7785, and the pole splitting is 60 meV.

The middle case refutes the belief by itself: zero distance between peaks, 100 meV between poles.

**Not merely two overlapping lines**

A milder explanation would be that the two resonances are still there but too broad to be resolved. It seems to fit, since the peaks merge when the splitting 2t equals the full width Γ. It can be tested by writing the amplitude as a sum over poles:

G₁₂ = ½(a − b), a = 1/(x − t + ig), b = 1/(x + t + ig).

The minus sign comes from the odd state, which has opposite signs on the two sites. Hence

T = g²|a − b|² = g²(|a|² + |b|²) − 2g² Re(ab*).

For the cross term, set w = t − ig. Then ab* = 1/[(x − w)(x + w)] = 1/(x² − w²), and w² = t² − g² − 2igt, so ab* = 1/(d + 2igt). The cross term is

−2g² Re(ab*) = −2g²d/(d² + 4g²t²).

It has the sign of −d. When there are two peaks, it adds transmission between them, removes it outside, and vanishes at the peaks themselves.

The first part alone, the sum of two Lorentzians, is

T_inc = 2g²(x² + t² + g²)/(d² + 4g²t²) = 2g²(d + 2t²)/(d² + 4g²t²).

Its derivative with respect to d has the sign of

d² + 4g²t² − 2d(d + 2t²) = −d² − 4t²d + 4g²t²,

which, for the values d ≥ g² − t² that occur, is positive below and negative above

d = 2t[√(t² + g²) − t].

The maxima of the sum merge when this value is reached at x = 0, where d = g² − t². That requires g² + t² = 2t√(t² + g²), so √(t² + g²) = 2t and t = g/√3 = Γ/(2√3). For Γ = 100 meV this is 28.87 meV, not 50 meV. Lines that merely overlapped would still show two humps at t = 50 meV.

At that coupling the sum has maxima of 1.207 at x = ±45.5 meV. A transmission above 1 is impossible for one channel, so the cross term must act there. With x² = d = 2071 meV² and g² = t² = 2500 meV²,

−2g²d/(d² + 4g⁴) = −5000 × 2071/(2071² + 4 × 2500²) = −0.354,

and T = 4 × 2500²/(2071² + 4 × 2500²) = 0.854, which is 1.207 − 0.354 to within rounding. The cross term vanishes at x = 0 and is negative elsewhere, so interference shaves off the two humps and leaves the flat top.

**What does merge**

Something does coalesce at t = Γ/2. From r = 1 − 2igG₁₁,

r = [D − 2ig(x + ig)]/D
= [x² + 2igx − g² − t² − 2igx + 2g²]/D
= (x² − t² + g²)/D = d/D.

The peaks of height 1 are the real zeros of the reflection amplitude. The numerator is the determinant of x − M, where

M = [[+ig, t], [t, −ig]],

since (x − ig)(x + ig) − t² = x² + g² − t². The reversed sign on site 1 has a direct meaning. For r = 0, the left lead carries only an incoming wave, and the matching condition gives ψ₀ = 1 = i v_L c₁/J. The lead then contributes +i(v_L²/J)c₁ to the equation of site 1: it feeds the site instead of draining it.

Multiplication gives M² = (t² − g²) times the unit matrix. At t = g, M² = 0 while M is not zero. Such a matrix has a double eigenvalue and one eigenvector, which is what is called an exceptional point. It belongs to reflectionless scattering, with boundary conditions different from those of a decaying resonance. At the same coupling, the eigenvectors of H are orthogonal.

Below the merging, the zeros move to x = ±i√(g² − t²), which is ±40i meV for t = 30 meV. No real energy is then free of reflection, and this is why the single peak is lower than 1.

**Reading the poles correctly**

The splitting is absent from the number of peaks but present in the curve. For real x, D* equals (x − ig)² − t², so

1/T = [(x + ig)² − t²][(x − ig)² − t²]/(4g²t²).

This is a polynomial of fourth degree in x, with roots ±t − ig and ±t + ig. The roots in the lower half-plane are the poles, because a resonance decays in time. Fits of a quartic to sampled values of 1/T, taken from waves matched to explicit chains, return splittings of 60, 100 and 160 meV for the three couplings, as the numerical output shows. The method relies on the form of the model, and on a curve not altered by noise, temperature or further levels.

Time evolution gives a second access. Place an electron on site 1 with no wave coming in from the leads. Each eigenstate evolves with its own pole, and both have weight ½ on site 1:

c₁(τ) = ½ exp(−gτ/ħ)[exp(−itτ/ħ) + exp(itτ/ħ)] = exp(−gτ/ħ) cos(tτ/ħ).

The population is P₁ = cos²(tτ/ħ) exp(−Γτ/ħ). It vanishes first at τ = πħ/(2t), and then at intervals of πħ/t, on either side of t = Γ/2. At t = 50 meV the first null is at 20.7 fs, and at 41.4 fs, where the cosine has size 1, the population is exp(−2π) = 0.0019. A calculation with many explicit lead levels and a Hermitian Hamiltonian, each level coupled with strength √(Γ × spacing/2π) and no imaginary term inserted, gives 0.0018 there and 7 × 10⁻⁶ at the predicted null. Because of the decay, the maximum between nulls comes earlier: dP₁/dτ = 0 gives tan(tτ/ħ) = −g/t. At t = 50 meV this is tτ/ħ = 3π/4, or 31 fs, with P₁ = ½ exp(−3π/2) = 0.0045. At t = 30 meV the maximum, at 46 fs, is only about 2 × 10⁻⁴, and at 68.9 fs the population is 3 × 10⁻⁵. The oscillation persists, but it is faint, and an experiment would need a large dynamic range to see it.

**Unequal contacts: three different couplings**

With equal widths, the peaks and the reflection zeros merge together. Unequal widths separate them, and also allow the poles to merge at a finite t. The determinant is now

D = (x + iΓ_L/2)(x + iΓ_R/2) − t².

Solving D = 0 as a quadratic equation gives the poles

x = −i(Γ_L + Γ_R)/4 ± √[t² − (Γ_L − Γ_R)²/16],

because Γ_LΓ_R/4 − (Γ_L + Γ_R)²/16 = −(Γ_L − Γ_R)²/16. They merge at t_pole = |Γ_L − Γ_R|/4.

With G₁₁ = (x + iΓ_R/2)/D, the numerator of r is D − iΓ_L(x + iΓ_R/2) = (x − iΓ_L/2)(x + iΓ_R/2) − t². This is D with the sign of Γ_L reversed, so the reflection zeros merge at t_zero = (Γ_L + Γ_R)/4.

For the peaks, take the squared modulus of D:

|D|² = (x² − t² − Γ_LΓ_R/4)² + x²(Γ_L + Γ_R)²/4
= x⁴ + 2x²[(Γ_L² + Γ_R²)/8 − t²] + (t² + Γ_LΓ_R/4)².

The bracket follows from −2Γ_LΓ_R/4 + (Γ_L + Γ_R)²/4 = (Γ_L² + Γ_R²)/4. The minimum of |D|² leaves x = 0 when the bracket turns negative, so the peaks merge at t_peak² = (Γ_L² + Γ_R²)/8. Comparison gives

t_peak² − t_pole² = (Γ_L + Γ_R)²/16 > 0.

In this model, as t is reduced, the peaks merge before the poles for any pair of nonzero widths.

For widths of 160 and 40 meV, the poles merge at 30 meV, the reflection zeros at 50 meV and the peaks at √3400 = 58.3 meV. At t = 50 meV there is one peak, although the poles are 2√(2500 − 900) = 80 meV apart. The height at the centre is Γ_LΓ_R t²/(t² + Γ_LΓ_R/4)². It is 0.870 when the peaks merge and 0.922 at the true double pole, so a low peak is no sign of coalescence.

Time evolution does distinguish the cases, if it is read with care. Write γ = (Γ_L + Γ_R)/4, δ = (Γ_L − Γ_R)/4 and H = −iγ + N, with N = [[−iδ, t], [t, iδ]]. Then N² = Ω² times the unit matrix, with Ω² = t² − δ². The even powers in the exponential series sum to a cosine and the odd ones to N/Ω times a sine, so

c₁(τ) = exp(−γτ/ħ)[cos(Ωτ/ħ) − (δ/Ω) sin(Ωτ/ħ)].

For t > |δ|, Ω is real and the nulls repeat at intervals of πħ/Ω. At the double pole, Ω → 0 and the bracket becomes 1 − δτ/ħ. It has one null if the electron starts on the side with the wider contact, and none if it starts on the other. For t < |δ|, with Ω = iκ, the bracket is cosh(κτ/ħ) − (δ/κ) sinh(κτ/ħ), which vanishes at most once, where tanh(κτ/ħ) = κ/δ.

A single null therefore proves nothing; in the wide-band model, repeated nulls at intervals of πħ/Ω show that the real parts of the poles are split. At t = 30 meV, the bridge with equal widths of 100 meV has four nulls within 300 fs. The bridge with widths of 160 and 40 meV, which has the same mean width, has one or none, depending on the starting site. Both have a single transmission peak, and only the second has merged poles. These counts belong to the wide-band limit. The factor exp(−Γτ/ħ) is already 1.6 × 10⁻⁷ at the second null, near 103 fs, and 5 × 10⁻¹² at the third. Leads with a finite band leave a weak, rapidly oscillating tail from the band edges, which takes over at late times and has nulls of its own whether or not the poles are split. Only the early nulls, with the spacing πħ/Ω, carry information about the poles.

Calculated quantities

```
hbar = 658.212 meV fs
symmetric bridge: Gamma = 100 meV
t = 30 meV: pole splitting = 60.00 meV, imaginary part = -50.00 meV
  number of peaks = 1, peak separation = 0.00 meV
  T at centre = 0.7785, T at peak = 0.7785
  pole splitting recovered from T curve = 60.00 meV
t = 50 meV: pole splitting = 100.00 meV, imaginary part = -50.00 meV
  number of peaks = 1, peak separation = 0.00 meV
  T at centre = 1.0000, T at peak = 1.0000
  pole splitting recovered from T curve = 100.00 meV
t = 80 meV: pole splitting = 160.00 meV, imaginary part = -50.00 meV
  number of peaks = 2, peak separation = 124.90 meV
  T at centre = 0.8080, T at peak = 1.0000
  pole splitting recovered from T curve = 160.00 meV
peaks merge at t = 50.00 meV
peaks of incoherent sum merge at t = 28.87 meV
incoherent sum at t = 50 meV: maximum = 1.2071 at x = +-45.51 meV
flat peak: full width at half maximum = 141.42 meV
flat peak: 1 - T at x = 20 meV is 0.00636
t = 30 meV: reflection zeros at x = +-40.00 i meV
t = 50 meV: overlap of the two resonance states = 0.0000
t = 30 meV: first null of P1 at 34.46 fs, null spacing = 68.93 fs
  explicit leads: P1 at null = 7.6e-07, P1 at 68.93 fs = 2.7e-05
t = 50 meV: first null of P1 at 20.68 fs, null spacing = 41.36 fs
  explicit leads: P1 at null = 6.8e-06, P1 at 41.36 fs = 1.8e-03
unequal bridge: widths = 160 and 40 meV
  poles merge at t = 30.00 meV, reflection zeros at t = 50.00 meV
  peaks merge at t = 58.31 meV, T there = 0.8704
  t = 50 meV: one peak, pole splitting = 80.00 meV
  t = 30 meV (double pole): T at centre = 0.9216
nulls of site-1 amplitude within 300 fs at t = 30 meV: equal widths = 4
  double pole, start on wide side = 1, on narrow side = 0
```
